# Square-Root Thickness Scaling of Ferroelastic Twins on an Elastic Substrate

## The decision: how wide a cell, how deep a substrate

A simulation of a twinned ferroelastic film needs a lateral cell width $L$ and a substrate depth $H$ before it starts. With periodic side faces, the twin period can take only the values $L/m$, with $m$ a whole number. A badly chosen $L$ therefore imposes the twin width that the calculation was meant to find. A shallow substrate changes the elastic energy that sets this width. Both choices rest on the equilibrium period $\Lambda$ as a function of film thickness $d$.

For a thick film, $\Lambda\propto\sqrt d$. The reason is a competition: narrow twins need more wall area, while wide twins strain a deeper region around the interface. That region includes part of the film as well as the substrate, and both must be counted to obtain the prefactor.

## Model and conventions

The film fills $0<z<d$ and the substrate $z<0$. They are coherently bonded at $z=0$, and the top surface is free. The walls are planes normal to $x$, and nothing depends on $y$. One period $\Lambda$ holds two twins of width $\Lambda/2$ and two walls of energy $\sigma$ per wall area.

The twins differ in the sign of a spontaneous shear in the $xy$ plane. We use the engineering shear $\partial_xu_y+\partial_yu_x$, whose spontaneous value is $s(x)=\pm\gamma$; the tensor component is half as large. Film and substrate are linear, isotropic solids with shear moduli $\mu_f$ and $\mu_s$.

The displacement $u\equiv u_y(x,z)$ enters only the shears $\partial_xu$ and $\partial_zu$. In an isotropic solid these do not couple to the strains made by $u_x$ and $u_z$, which can be set to zero. The elastic energy densities are

$$
e_f=\frac{\mu_f}{2}\left[(\partial_xu-s)^2+(\partial_zu)^2\right],\qquad
e_s=\frac{\mu_s}{2}\left[(\partial_xu)^2+(\partial_zu)^2\right].
$$

The film prefers $\partial_xu=s$; the substrate prefers no shear. All energies below are per unit area of interface.

## Why a free film has no elastic cost

Define $U(x)$ by $U'(x)=s(x)$. Since $s$ alternates between $\gamma$ and $-\gamma$ over equal widths, $U$ is a continuous, periodic zigzag. Setting $u=U$ makes $e_f$ vanish everywhere in a free film. The twins fit together at the walls without stress.

The remaining cost is that of the walls. Each has height $d$, and there are two in every length $\Lambda$:

$$
E_w=\frac{2\sigma d}{\Lambda}.
$$

This falls as $\Lambda$ grows, so a free film would remove its walls. The substrate opposes this, because it cannot follow the zigzag without strain.

## The scaling argument and its crude prefactor

A disturbance of lateral period $\Lambda$ dies away over a depth set by $\Lambda$, as the solution below shows. If $d$ is much larger than that depth, the elastic problem contains one length, $\Lambda$. Its energy is quadratic in $\gamma$ and must have the units of modulus times length:

$$
E_{el}=\text{constant}\times\mu\gamma^2\Lambda .
$$

The constant can depend on $\mu_s/\mu_f$, but not on $d$. Balancing $\sigma d/\Lambda$ against $\mu\gamma^2\Lambda$ gives $\Lambda^2\propto\sigma d/(\mu\gamma^2)$, which is the square-root law.

A crude constant follows from supposing that the substrate carries the full shear $\gamma$ down to depth $\Lambda$. Then $E_{el}=\tfrac12\mu_s\gamma^2\Lambda$. This has the right dependence on $\Lambda$, but it overestimates the energy for two reasons: the true field fades well within that depth, and the film also deforms, so the substrate does not have to follow the full zigzag. To find the constant we must solve for the field.

## The elastic field

In the film write $u=U+v$. Because $U'=s$, the film density becomes $\tfrac12\mu_f[(\partial_xv)^2+(\partial_zv)^2]$. Minimising the energy with respect to $v$ in the film and $u$ in the substrate gives

$$
\nabla^2v=0\quad(0<z<d),\qquad \nabla^2u=0\quad(z<0).
$$

The boundary terms of the same variation supply the other conditions. The free top requires $\partial_zv=0$ at $z=d$. At the interface, displacement and traction are continuous:

$$
U+v=u,\qquad \mu_f\partial_zv=\mu_s\partial_zu\qquad(z=0).
$$

Put $x=0$ at a peak of the zigzag, so that $U=\gamma(\Lambda/4-x)$ for $0<x<\Lambda/2$ and $U$ is even. With $k_n=2\pi n/\Lambda$, its cosine coefficients are

$$
U_n=\frac4\Lambda\int_0^{\Lambda/2}\gamma\left(\frac\Lambda4-x\right)\cos k_nx\,dx
=\frac{4\gamma}{\Lambda k_n^2}\left[1-(-1)^n\right].
$$

In the integration by parts the end terms vanish because $\sin k_nx=0$ at both limits. Even coefficients are zero. For odd $n$,

$$
U_n=\frac{8\gamma}{\Lambda k_n^2}=\frac{2\gamma\Lambda}{\pi^2n^2}.
$$

The harmonic functions that satisfy the top condition and decay into the substrate have the modes

$$
v_n=V_n\frac{\cosh k_n(d-z)}{\cosh k_nd}\cos k_nx,\qquad
u_n=W_ne^{k_nz}\cos k_nx.
$$

Let $t_n=\tanh k_nd$. At $z=0$ the $z$ derivatives have amplitudes $-k_nt_nV_n$ and $k_nW_n$. The interface conditions become

$$
U_n+V_n=W_n,\qquad -\mu_ft_nV_n=\mu_sW_n.
$$

Eliminating $W_n$ gives $(\mu_s+\mu_ft_n)V_n=-\mu_sU_n$, and hence

$$
V_n=-\frac{\mu_sU_n}{\mu_s+\mu_ft_n},\qquad
W_n=\frac{\mu_ft_nU_n}{\mu_s+\mu_ft_n}.
$$

The negative sign of $V_n$ means that the substrate flattens the film's zigzag. For a thick film $t_n\to1$, and the interface displacement is the original zigzag multiplied by $\mu_f/(\mu_f+\mu_s)$. A stiff substrate makes it small.

## From the field to the energy

For a harmonic function, $|\nabla v|^2=\nabla\cdot(v\nabla v)$, so the volume energy becomes a surface integral. Opposite side faces cancel by periodicity, and the top contributes nothing. The outward normal of the film at $z=0$ points along $-z$, so the integrand there is $-v\,\partial_zv$, which is positive. The average of $\cos^2k_nx$ is $1/2$, and different modes are orthogonal. Therefore

$$
E_{f,n}=\frac{\mu_f}{4}k_nt_nV_n^2,\qquad
E_{s,n}=\frac{\mu_s}{4}k_nW_n^2.
$$

Insert the amplitudes and add:

$$
E_n=\frac{k_nU_n^2}{4}\,
\frac{\mu_f\mu_s^2t_n+\mu_s\mu_f^2t_n^2}{(\mu_s+\mu_ft_n)^2}
=\frac{k_nU_n^2}{4}\,\frac{\mu_f\mu_st_n}{\mu_s+\mu_ft_n}.
$$

The numerator contains the factor $\mu_s+\mu_ft_n$, which cancels one power below. Also,

$$
\frac{k_nU_n^2}{4}=\frac14\,\frac{2\pi n}{\Lambda}\,
\frac{4\gamma^2\Lambda^2}{\pi^4n^4}=\frac{2\gamma^2\Lambda}{\pi^3n^3}.
$$

The elastic energy for any thickness is thus

$$
E_{el}=\frac{2\gamma^2\Lambda}{\pi^3}
\sum_{n\ \mathrm{odd}}\frac1{n^3}\,
\frac{\mu_f\mu_st_n}{\mu_s+\mu_ft_n}. \tag{1}
$$

When $d\gg\Lambda/2\pi$, every $t_n$ is close to one. The sum of $n^{-3}$ over odd $n$ is $\zeta(3)-\zeta(3)/8=7\zeta(3)/8$, since the even terms make up one eighth of $\zeta(3)$. Hence

$$
E_{el}=C\mu^*\gamma^2\Lambda,\qquad
C=\frac{7\zeta(3)}{4\pi^3}=0.0678,\qquad
\mu^*=\frac{\mu_f\mu_s}{\mu_f+\mu_s}.
$$

## The equilibrium period

The total energy of the thick film is

$$
F(\Lambda)=\frac{2\sigma d}{\Lambda}+C\mu^*\gamma^2\Lambda .
$$

Setting $F'(\Lambda)=-2\sigma d/\Lambda^2+C\mu^*\gamma^2=0$ gives

$$
\boxed{\Lambda_0=\sqrt{\frac{2\sigma d}{C\mu^*\gamma^2}}}. \tag{2}
$$

The second derivative $4\sigma d/\Lambda^3$ is positive, so this is a minimum. Multiplying the condition $F'=0$ by $\Lambda_0$ shows that wall and elastic energies are equal there. Their sum is

$$
F_0=2\sqrt{2\sigma dC\mu^*\gamma^2}.
$$

A single-domain film clamped to the substrate has $u=0$ and energy $\tfrac12\mu_f\gamma^2d$. This grows as $d$, whereas $F_0$ grows as $\sqrt d$. Twinning wins in a thick film because it confines the misfit to the neighbourhood of the interface.

## Where the elastic energy sits

The ratio $E_{s,n}:E_{f,n}$ is $\mu_ft_n:\mu_s$. In the thick-film limit the substrate share is therefore

$$
\frac{E_s}{E_{el}}=\frac{\mu_f}{\mu_f+\mu_s}.
$$

With equal moduli, half the elastic energy is in the film. A much stiffer substrate leaves nearly all of it in the film, and $\mu^*\to\mu_f$. A much softer substrate takes nearly all of it, and $\mu^*\to\mu_s$. Equation (2) then gives a longer period, and $d\gg\Lambda_0/2\pi$ may fail. Equation (1) shows that each mode still has modulus close to $\mu_s$ as long as $\mu_ft_1\gg\mu_s$, so this weaker condition is the one to examine.

To find the depth profile, apply the surface integral at $z=-h$. Each substrate mode has its energy reduced by $e^{-2k_nh}$, so in a thick film the fraction of substrate energy below $h$ is

$$
R(h)=\frac{\sum_{n\ \mathrm{odd}}n^{-3}e^{-4\pi nh/\Lambda}}
{\sum_{n\ \mathrm{odd}}n^{-3}}.
$$

Summing the series shows that 95.9% of the substrate energy lies within $\Lambda/4$ of the interface. A fraction of about $3\times10^{-6}$ lies below one full period. "Within one period" is thus a generous bound.

## A worked film

Take round model parameters: $\sigma=10\ \mathrm{mJ/m^2}$, $\gamma=0.020$, $\mu_f=60$ GPa, $\mu_s=120$ GPa and $d=200$ nm. They describe no particular material. The effective modulus is

$$
\mu^*=\frac{60\times120}{60+120}\ \mathrm{GPa}=40\ \mathrm{GPa},
$$

so $\mu^*\gamma^2=1.6\times10^7\ \mathrm{J/m^3}$. Equation (2) gives

$$
\Lambda_0=\sqrt{\frac{2(0.010)(2.00\times10^{-7})}
{0.0678(1.6\times10^7)}}\ \mathrm m
=6.07\times10^{-8}\ \mathrm m .
$$

The period is 60.7 nm and one twin is 30.4 nm wide. The ratio $d/\Lambda_0=3.3$ satisfies the thick-film condition.

The wall energy is $2\sigma d/\Lambda_0=65.9\ \mathrm{mJ/m^2}$. The elastic energy is the same, making a total of $132\ \mathrm{mJ/m^2}$. The clamped single-domain film would cost $2400\ \mathrm{mJ/m^2}$. One third of the elastic energy of the twinned film is in the substrate and two thirds are in the film.

The crude estimate replaces $C\mu^*$ by $\mu_s/2$ and gives a period of 12.9 nm, too small by a factor of 4.7. The power of $d$ survives a poor guess for the field; the prefactor does not. From equation (2), films of 100, 400 and 1600 nm have periods of 42.9, 85.8 and 171.7 nm. Each fourfold increase in thickness doubles the period.

## Choosing the cell

For a thick film held at some other period $\Lambda=q\Lambda_0$, the wall term is divided by $q$ and the elastic term is multiplied by $q$. Since the two are equal at $q=1$,

$$
\frac{F}{F_0}=\frac12\left(q+\frac1q\right).
$$

The minimum is shallow: even $q=2$ raises the energy by only 25%. An energy that looks nearly converged can therefore accompany a poor twin width.

A cell of width $L$ can hold $m$ or $m+1$ periods. The expression above is unchanged by $q\to1/q$, so these states have equal energy when the product of their periods is $\Lambda_0^2$:

$$
\frac{L^2}{m(m+1)}=\Lambda_0^2.
$$

At this worst width the longer period is too large by the factor $\sqrt{(m+1)/m}$. For $m=1$ that factor is $\sqrt2$; it approaches one as $m$ grows. One should either make $L$ a multiple of the estimated $\Lambda_0$, or use a cell of several periods and compare different $m$.

For the substrate depth, suppose the base is clamped at $z=-H$. The decaying exponential is replaced by $\sinh k_n(z+H)/\sinh k_nH$, whose slope at the interface is $k_n\coth k_nH$. Every formula for the mode energies then holds with $\mu_s$ replaced by $\mu_s\coth k_nH$. For $n=1$ the relative increase in this effective modulus is about $2e^{-4\pi H/\Lambda}$. A depth of one period makes it negligible beside the other approximations of the model. The period meant is the longest one to be compared: in the worked film with $H=\Lambda_0$, the elastic energy of a state of period $4\Lambda_0$ is raised by about 3%.

## When the twins are unequal

Let a fraction $f$ of the film have shear $+\gamma$. The mean of $s$ is then $(2f-1)\gamma$. A deep substrate with no mean shear keeps $u$ periodic, so the mean of $\partial_xu$ is zero and cannot relieve this misfit. The mean part of $\partial_xu-s$ adds

$$
E_m=\frac{\mu_f}{2}(2f-1)^2\gamma^2d .
$$

There is no cross term, because the remaining part averages to zero over $x$.

The varying part also changes. With a positive twin centred at $x=0$, the cosine coefficient of $s$ is $(4\gamma/\pi n)\sin\pi nf$. Dividing by $k_n$ gives the size of the zigzag coefficient, $2\gamma\Lambda|\sin\pi nf|/(\pi^2n^2)$. Each term of equation (1) therefore gains a factor $\sin^2\pi nf$, and the sum now includes even $n$.

For a thick film we need $S(f)=\sum_{n\ge1}n^{-3}\sin^2\pi nf$. Its second derivative is

$$
S''(f)=2\pi^2\sum_{n\ge1}\frac{\cos2\pi nf}{n}
=-2\pi^2\ln(2\sin\pi f).
$$

At $f=\tfrac12$ the first derivative vanishes and $S''=-2\pi^2\ln2$. Writing $f=\tfrac12+\delta$, the change in energy at fixed $\Lambda$ is, to order $\delta^2$,

$$
\Delta E=\left[2\mu_fd-\frac{2\ln2}{\pi}\mu^*\Lambda\right]\gamma^2\delta^2.
$$

Since $\mu^*<\mu_f$, the bracket is positive whenever $d>(\ln2/\pi)\Lambda$. Equal twins are then stable against a small change of fraction. In the worked film, with the period held fixed, the mode sum at $f=0.5625$ gives an elastic energy of $101.7\ \mathrm{mJ/m^2}$, against $65.9\ \mathrm{mJ/m^2}$ for equal twins.

If the substrate imposes a mean shear of its own, well below $\gamma$ in size, the preferred fraction in a thick film shifts so that the mean shear of the twins nearly matches it. The match is not exact, because the varying part of the energy favours more unequal twins. Minimising the mode sum of the worked film over both fraction and period gives a mean twin shear of $0.525\gamma$ for an imposed $0.5\gamma$ and $0.85\gamma$ for $0.8\gamma$. Close to $\gamma$ the minority twin no longer pays for its walls: at $0.95\gamma$ the single domain has the lower energy. The equal-twin value of $C$ then no longer applies.

## Thin films

When $\Lambda$ is much larger than both $d$ and $(\mu_f/\mu_s)d$, the low modes have $t_n\approx k_nd$ and $\mu_ft_n\ll\mu_s$. The second condition matters for a soft substrate. Equation (1) then tends to

$$
E_{el}\to\frac{2\gamma^2\Lambda}{\pi^3}\mu_f
\sum_{n\ \mathrm{odd}}\frac{2\pi d}{\Lambda n^2}
=\frac{4\mu_f\gamma^2d}{\pi^2}\,\frac{\pi^2}{8}
=\frac{\mu_f\gamma^2d}{2}.
$$

This is the single-domain energy. The approach is slow: for $\mu_s/\mu_f=2$ the sum reaches 0.61 of the limit at $\Lambda=10d$ and 0.93 at $\Lambda=100d$. The elastic cost no longer rises in proportion to $\Lambda$; it levels off. Wide twins become less costly than the thick-film formula predicts, and equation (2) underestimates the period.

The natural length for this change is $\ell=\sigma/(\mu^*\gamma^2)$, in terms of which equation (2) reads $\Lambda_0/\ell=\sqrt{2d/(C\ell)}$. The table gives the period found by numerical minimisation of wall energy plus equation (1), with 4000 values of $n$ in the sum and $\mu_s/\mu_f=2$.

| $d/\ell$ | full $\Lambda/\ell$ | equation (2) |
|---:|---:|---:|
| 0.8 | 13.5 | 4.9 |
| 2 | 9.1 | 7.7 |
| 5 | 12.5 | 12.1 |
| 10 | 17.2 | 17.2 |
| 30 | 29.7 | 29.7 |

For this modulus ratio, the square-root law is good to about 3% at $d=5\ell$. The full period is longer at $0.8\ell$ than at $2\ell$, so it passes through a minimum, which for this modulus ratio lies near $d=1.6\ell$; below that it rises as the film thins, opposite to the thick-film trend. In the worked film $\ell=0.625$ nm, so this rise falls at thicknesses of about a nanometre or less. There a continuum film with sharp walls is doubtful, and the rise should be read as a property of the model.

## Other limits on the law

The wall must be much thinner than a twin. The sharp-wall field also has a weak singularity where a wall meets the interface. For a thick film the substrate shear $\partial_zu$ at $z=0$ is

$$
\partial_zu=\frac{\mu_f}{\mu_f+\mu_s}\,\frac{4\gamma}{\pi}
\sum_{n\ \mathrm{odd}}\frac{\cos k_nx}{n},
$$

which diverges logarithmically as $x\to0$. The total energy stays finite, but linear elasticity cannot give the local stress there. A finite wall width, plastic slip or interface dislocations would change the field near this line.

The derivation also assumes straight walls with a fixed $\sigma$. Walls that bend or branch near the interface have another way to trade wall area against strain, and the minimisation above does not include it. Finally, equation (2) is an equilibrium result. If walls cannot move, appear or vanish freely, the period may retain the value set when the twins formed.

For another twin orientation or for anisotropic crystals, the scaling argument still gives $\sqrt d$ under two conditions: the twins fit together without stress, and the film is thick compared with the depth of the interface field. At a fixed twin fraction, a mean misfit with the substrate adds an energy that does not depend on $\Lambda$, so it leaves this power unchanged. If the fraction is free it changes with $d$, and for a large misfit the square root is approached only slowly as the film thickens. The constant $C\mu^*$ must then be found from the corresponding elastic problem.
